# Seebeck, Lorenz and Hall Coefficients of Two Bands under Three Relaxation-Time Models: a program that tests the result

```python
"""
Result under test: S, L and R_H of a two-band semiconductor at fixed net hole
density for three relaxation times tau, each with one constant for both bands:
  tau : tau = 1          mfp : tau = 1/|v|          dos : tau = 1/g(energy)
Closed Fermi-integral formulas are compared with three-dimensional k-space
integrals of the linearized Boltzmann equation. For parabolic bands, mfp and dos
agree inside one band but weight the two bands differently.
Symbols (Hartree units, electron charge -1): THETA = k_B T, mu = chemical
potential, eta = distance of mu into a band over THETA, g = density of states,
S = Seebeck (k_B/e), L = kappa/(sigma T) in (k_B/e)^2, R_H = Hall coefficient.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, gamma

M_E, M_H, GAP, THETA = 0.2, 0.8, 0.01, 0.002
DENSITIES = (6e-7, 6e-6, 6e-5)
MODELS = ("tau", "mfp", "dos")
NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)


# ---------- closed formulas ----------
def fermi(j, eta):
    """Normalized Fermi integral, with x = t^2 to remove the edge singularity."""
    top = np.sqrt(max(eta, 0.0) + 40.0)
    t = 0.5 * top * (NODES + 1)
    total = np.sum(WEIGHTS * 2 * t**(2 * j + 1) * expit(eta - t**2))
    return 0.5 * top * total / gamma(j + 1)


def density(mass, eta):
    return 2 * (mass * THETA / (2 * np.pi))**1.5 * fermi(0.5, eta)


def band_formula(mass, eta, model):
    """Conductivity, |S|, L and Hall magnitude of one parabolic band."""
    if model == "tau":
        n = density(mass, eta)
        sigma, hall = n / mass, n / mass**2
        m0, m1, m2 = [gamma(2.5 + i) * fermi(0.5 + i, eta) for i in range(3)]
    else:
        m0, m1, m2 = fermi(0, eta), 2 * fermi(1, eta), 6 * fermi(2, eta)
        edge_part = np.sqrt(np.pi) / 2 * fermi(-0.5, eta)
        if model == "mfp":
            sigma = 2 * mass * THETA * m0 / (3 * np.pi**2)
            hall = np.sqrt(2 * mass * THETA) * edge_part / (3 * np.pi**2)
        else:
            sigma = 2 * THETA * m0 / (3 * mass)
            hall = (np.sqrt(2 * THETA) * np.pi**2 / 3
                    * mass**-3.5 * edge_part)
    return sigma, m1 / m0 - eta, m2 / m0 - (m1 / m0)**2, hall


def two_band_formula(mu, model):
    se, seebeck_e, le, he = band_formula(M_E, (mu - GAP) / THETA, model)
    sh, seebeck_h, lh, hh = band_formula(M_H, -mu / THETA, model)
    seebeck_e = -seebeck_e
    total = se + sh
    bipolar = se * sh * (seebeck_e - seebeck_h)**2 / total**2
    result = np.array([(se * seebeck_e + sh * seebeck_h) / total,
                       (se * le + sh * lh) / total + bipolar,
                       (hh - he) / total**2])
    parts = (se / sh, seebeck_e, seebeck_h, le, lh, bipolar, he / hh)
    return result, parts


def net_holes(mu):
    return density(M_H, -mu / THETA) - density(M_E, (mu - GAP) / THETA)


# ---------- k-space road ----------
def kspace_band(sign, edge, mass, mu, model, alpha=0.0):
    """Integrals for electrons in a band; sign=+1 conduction, -1 valence.
    alpha is the nonparabolicity: kinetic*(1+alpha*kinetic)=k^2/(2 mass)."""
    top = max(sign * (mu - edge), 0.0) + 38 * THETA
    kmax = np.sqrt(2 * mass * top * (1 + alpha * top))
    xr, wr = np.polynomial.legendre.leggauss(140)
    xc, wc = np.polynomial.legendre.leggauss(6)
    phi = 2 * np.pi * (np.arange(8) + 0.3) / 8
    r, c, p = [a.ravel() for a in np.meshgrid(
        0.5 * kmax * (xr + 1), xc, phi, indexing="ij")]
    w = (0.5 * kmax * wr[:, None, None] * wc[None, :, None]
         * np.full(8, 2 * np.pi / 8)[None, None, :]).ravel() * r**2
    w = w * 2 / (2 * np.pi)**3
    s = np.sqrt(1 - c**2)
    k = np.array([r * s * np.cos(p), r * s * np.sin(p), r * c])

    def energy(q):
        quad = np.sum(q**2, axis=0) / (2 * mass)
        return edge + sign * 2 * quad / (1 + np.sqrt(1 + 4 * alpha * quad))

    def velocity(q):
        h = 1e-4
        shifts = h * np.eye(3)
        return np.array([(energy(q + d[:, None]) - energy(q - d[:, None]))
                         / (2 * h) for d in shifts])

    def tau_velocity(q):
        v = velocity(q)
        speed = np.sqrt(np.sum(v**2, axis=0))
        if model == "tau":
            return v
        if model == "mfp":
            return v / speed
        states = np.sum(q**2, axis=0) / (np.pi**2 * speed)
        return v / states

    e, v, tv = energy(k), velocity(k), tau_velocity(k)
    y = (e - mu) / THETA
    minus_df = expit(y) * expit(-y) / THETA
    d = 1e-4
    df_dtheta = (expit(-y / (1 + d)) - expit(-y / (1 - d))) / (2 * d * THETA)
    drift = np.array([v[1], -v[0], np.zeros_like(r)])
    step = 1e-4 * mass
    turn = (tau_velocity(k + step * drift)[1]
            - tau_velocity(k - step * drift)[1]) / (2 * step)
    flow = w * tv[0] * v[0]
    return np.array([np.sum(w * expit(-sign * y)),
                     np.sum(flow * minus_df),
                     np.sum(flow * df_dtheta),
                     np.sum(flow * (e - mu) * minus_df),
                     np.sum(flow * (e - mu) * df_dtheta),
                     np.sum(w * minus_df * tv[0] * turn)])


def coefficients(integrals):
    """Impose zero current under a temperature gradient, then get S, L, R_H."""
    _, sigma, current_t, heat_field, heat_t, hall = integrals
    seebeck = -current_t / sigma
    kappa = heat_field * seebeck + heat_t
    return np.array([seebeck, kappa / (sigma * THETA), hall / sigma**2])


def kspace_pair(mu, model, me=M_E, mh=M_H):
    return (kspace_band(1, GAP, me, mu, model),
            kspace_band(-1, 0.0, mh, mu, model))


print(f"masses m_e, m_h = {M_E}, {M_H} electron masses")
print(f"gap = {GAP} hartree, k_B T = {THETA} hartree")
assert abs(fermi(0, 1.3) - np.log1p(np.exp(1.3))) < 1e-10

# ---------- comparison at equal density ----------
worst = 0.0
main = {}
for index, target in enumerate(DENSITIES):
    mu = brentq(lambda m: net_holes(m) - target, -0.05, 0.06, xtol=1e-15)
    eta_e, eta_h = (mu - GAP) / THETA, -mu / THETA
    n, p = density(M_E, eta_e), density(M_H, eta_h)
    print(f"N = {target:.1e} bohr^-3: mu = {mu:.6f} hartree, "
          f"eta_e = {eta_e:.4f}, eta_h = {eta_h:.4f}")
    print(f"  n = {n:.4e}, p = {p:.4e} bohr^-3, n/p = {n/p:.3e}")
    ratios = {}
    for model in MODELS:
        formula, parts = two_band_formula(mu, model)
        electron, hole = kspace_pair(mu, model)
        direct = coefficients(electron + hole)
        error = np.max(np.abs(direct / formula - 1))
        worst = max(worst, error)
        assert error < 1e-5, (target, model, direct, formula)
        assert abs(electron[0] / n - 1) < 1e-6
        assert abs(hole[0] / p - 1) < 1e-6
        assert abs((hole[0] - electron[0]) / target - 1) < 1e-6
        ratios[model] = electron[1] / hole[1]
        assert abs(ratios[model] / parts[0] - 1) < 1e-6
        print(f"  {model}: S = {formula[0]:+.4f} k_B/e, L = {formula[1]:.4f} "
              f"(k_B/e)^2, R_H = {formula[2]:+.4e} bohr^3/e, "
              f"e N R_H = {formula[2]*target:+.4f}")
        if index == 0:
            main[model] = (formula, parts)
    weight_gain = ratios["dos"] / ratios["mfp"]
    assert abs(weight_gain / (M_H / M_E)**2 - 1) < 1e-6
print(f"largest relative deviation, formula vs k space = {worst:.1e}")
print(f"(sigma_e/sigma_h)_dos / (sigma_e/sigma_h)_mfp = {weight_gain:.4f}")

print(f"Band contributions at N = {DENSITIES[0]:.1e} bohr^-3:")
for model in MODELS:
    ratio, s_e, s_h, l_e, l_h, bipolar, hall_ratio = main[model][1]
    print(f"  {model}: sigma_e/sigma_h = {ratio:.4f}, "
          f"H_e/H_h = {hall_ratio:.4f}, S_e = {s_e:.4f}, S_h = {s_h:.4f} k_B/e")
    print(f"    L_e = {l_e:.4f}, L_h = {l_h:.4f}, "
          f"bipolar L = {bipolar:.4f} (k_B/e)^2")
signs = {m: tuple(np.sign(main[m][0][[0, 2]]).astype(int)) for m in MODELS}
assert signs == {"tau": (1, -1), "mfp": (1, 1), "dos": (-1, -1)}

print("Same case in laboratory units:")
kb_e = const.k / const.e
bohr = const.physical_constants["Bohr radius"][0]
for model in MODELS:
    s, lorenz, r_hall = main[model][0]
    print(f"  {model}: S = {s*kb_e*1e6:+.1f} microV/K, "
          f"L = {lorenz*kb_e**2*1e8:.2f}e-8 W ohm/K^2, "
          f"R_H = {r_hall*bohr**3/const.e*1e6:+.3f} cm^3/C")

# ---------- densities of sign reversal ----------
print("Net hole density at which the sign changes (bohr^-3):")
scan = np.linspace(-0.006, 0.012, 61)
for model in MODELS:
    table = np.array([two_band_formula(m, model)[0] for m in scan])
    found = []
    for column in (0, 2):
        assert np.sum(np.diff(np.sign(table[:, column])) != 0) == 1
        root = brentq(lambda m: two_band_formula(m, model)[0][column],
                      scan[0], scan[-1], xtol=1e-15)
        electron, hole = kspace_pair(root, model)
        item = 2 if column == 0 else 5
        assert abs((electron[item] + hole[item]) / hole[item]) < 1e-5
        found.append(net_holes(root))
    print(f"  {model}: S = 0 at {found[0]:.4e}, R_H = 0 at {found[1]:.4e}")

# ---------- equal masses remove the difference between mfp and dos ----------
equal = [coefficients(sum(kspace_pair(0.004, m, 0.4, 0.4)))
         for m in ("mfp", "dos")]
assert np.allclose(equal[0], equal[1], rtol=1e-6, atol=0)
print(f"equal masses 0.4, mu = 0.004 hartree: S_mfp = {equal[0][0]:.4f}, "
      f"S_dos = {equal[1][0]:.4f} k_B/e")

# ---------- dilute single band ----------
print("Dilute single conduction band, eta = -12:")
for model, lorenz_limit, hall_limit in (("tau", 2.5, 1.0),
                                        ("mfp", 2.0, 3 * np.pi / 8),
                                        ("dos", 2.0, 3 * np.pi / 8)):
    data = kspace_band(1, GAP, M_E, GAP - 12 * THETA, model)
    lorenz = coefficients(data)[1]
    hall_factor = -coefficients(data)[2] * data[0]
    assert abs(lorenz - lorenz_limit) < 1e-4
    assert abs(hall_factor - hall_limit) < 1e-4
    print(f"  {model}: L = {lorenz:.4f} (k_B/e)^2, "
          f"Hall factor = {hall_factor:.4f}")

# ---------- nonparabolicity separates mfp and dos in one band ----------
print("Single conduction band, eta = 0, nonparabolicity alpha (1/hartree):")
for alpha in (0.0, 50.0):
    s_mfp, s_dos = [coefficients(kspace_band(1, GAP, M_E, GAP, m, alpha))[0]
                    for m in ("mfp", "dos")]
    if alpha == 0:
        assert abs(s_mfp - s_dos) < 1e-6
    else:
        assert abs(s_mfp - s_dos) > 0.01
    print(f"  alpha = {alpha:.0f}: S_mfp = {s_mfp:.4f}, "
          f"S_dos = {s_dos:.4f} k_B/e")

print("success")
```

Output:

```
masses m_e, m_h = 0.2, 0.8 electron masses
gap = 0.01 hartree, k_B T = 0.002 hartree
N = 6.0e-07 bohr^-3: mu = 0.004910 hartree, eta_e = -2.5450, eta_h = -2.4550
  n = 7.7597e-08, p = 6.7760e-07 bohr^-3, n/p = 1.145e-01
  tau: S = +1.8280 k_B/e, L = 24.3602 (k_B/e)^2, R_H = -5.7775e+05 bohr^3/e, e N R_H = -0.3467
  mfp: S = +2.8031 k_B/e, L = 14.5281 (k_B/e)^2, R_H = +6.1922e+05 bohr^3/e, e N R_H = +0.3715
  dos: S = -2.6381 k_B/e, L = 15.8961 (k_B/e)^2, R_H = -9.2527e+06 bohr^3/e, e N R_H = -5.5516
N = 6.0e-06 bohr^-3: mu = 0.000087 hartree, eta_e = -4.9564, eta_h = -0.0436
  n = 7.1323e-09, p = 6.0071e-06 bohr^-3, n/p = 1.187e-03
  tau: S = +2.8170 k_B/e, L = 3.0775 (k_B/e)^2, R_H = +1.6177e+05 bohr^3/e, e N R_H = +0.9706
  mfp: S = +2.3799 k_B/e, L = 2.3942 (k_B/e)^2, R_H = +1.8702e+05 bohr^3/e, e N R_H = +1.1221
  dos: S = +2.0288 k_B/e, L = 5.5353 (k_B/e)^2, R_H = -9.1202e+04 bohr^3/e, e N R_H = -0.5472
N = 6.0e-05 bohr^-3: mu = -0.008776 hartree, eta_e = -9.3881, eta_h = 4.3881
  n = 8.5042e-11, p = 6.0000e-05 bohr^-3, n/p = 1.417e-06
  tau: S = +1.0148 k_B/e, L = 2.9605 (k_B/e)^2, R_H = +1.6666e+04 bohr^3/e, e N R_H = +1.0000
  mfp: S = +0.7296 k_B/e, L = 2.8693 (k_B/e)^2, R_H = +1.7232e+04 bohr^3/e, e N R_H = +1.0339
  dos: S = +0.7288 k_B/e, L = 2.8797 (k_B/e)^2, R_H = +1.7149e+04 bohr^3/e, e N R_H = +1.0290
largest relative deviation, formula vs k space = 2.6e-08
(sigma_e/sigma_h)_dos / (sigma_e/sigma_h)_mfp = 16.0000
Band contributions at N = 6.0e-07 bohr^-3:
  tau: sigma_e/sigma_h = 0.4581, H_e/H_h = 1.8323, S_e = -5.0787, S_h = 4.9918 k_B/e
    L_e = 2.5084, L_h = 2.5091, bipolar L = 21.8513 (k_B/e)^2
  mfp: sigma_e/sigma_h = 0.2293, H_e/H_h = 0.4592, S_e = -4.5831, S_h = 4.4965 k_B/e
    L_e = 2.0189, L_h = 2.0206, bipolar L = 12.5079 (k_B/e)^2
  dos: sigma_e/sigma_h = 3.6682, H_e/H_h = 117.5471, S_e = -4.5831, S_h = 4.4965 k_B/e
    L_e = 2.0189, L_h = 2.0206, bipolar L = 13.8769 (k_B/e)^2
Same case in laboratory units:
  tau: S = +157.5 microV/K, L = 18.09e-8 W ohm/K^2, R_H = -0.534 cm^3/C
  mfp: S = +241.6 microV/K, L = 10.79e-8 W ohm/K^2, R_H = +0.573 cm^3/C
  dos: S = -227.3 microV/K, L = 11.80e-8 W ohm/K^2, R_H = -8.558 cm^3/C
Net hole density at which the sign changes (bohr^-3):
  tau: S = 0 at 2.9549e-07, R_H = 0 at 8.5848e-07
  mfp: S = 0 at 6.2305e-08, R_H = 0 at 3.3771e-07
  dos: S = 0 at 1.5484e-06, R_H = 0 at 7.3621e-06
equal masses 0.4, mu = 0.004 hartree: S_mfp = 1.5483, S_dos = 1.5483 k_B/e
Dilute single conduction band, eta = -12:
  tau: L = 2.5000 (k_B/e)^2, Hall factor = 1.0000
  mfp: L = 2.0000 (k_B/e)^2, Hall factor = 1.1781
  dos: L = 2.0000 (k_B/e)^2, Hall factor = 1.1781
Single conduction band, eta = 0, nonparabolicity alpha (1/hartree):
  alpha = 0: S_mfp = -2.3731, S_dos = -2.3731 k_B/e
  alpha = 50: S_mfp = -2.5487, S_dos = -2.0283 k_B/e
success
```
